\section*{Which modulus drives long surface ripples on a stressed film}

\section*{The problem}

A coherent film of mean thickness $h$ occupies $0<z<h$ on a thick substrate in $z<0$. When its surface is flat, the film carries a uniform equibiaxial stress $\sigma_{xx}=\sigma_{yy}=\sigma_0$, tensile if positive, and the substrate is unstressed. Film and substrate are linear, isotropic and bonded at a flat interface. They have Young moduli $E_f,E_s$, Poisson ratios $\nu_f,\nu_s$ and shear moduli $\mu_f,\mu_s$.

The free surface acquires a ripple
\begin{equation}
z=h+\eta(x),\qquad \eta=q\cos kx ,
\end{equation}
with $q$ small compared with both $h$ and $1/k$. The extra deformation is plane strain: nothing moves along $y$. Stress favours growth of the ripple and surface energy opposes it. The question is which elastic constants set the driving when the wavelength is much longer than $h$. Displacements and strains are measured from the flat, stressed state, and all fields are kept to first order in $q$ unless stated otherwise.

\section*{(a) What load does the ripple apply?}

\textbf{Find the tractions that the ripple places on the mean surface $z=h$.}

\textbf{Solution.} The normal to the surface is proportional to $(-\eta',1)$ in the $(x,z)$ plane. A free surface carries no force, so
\begin{equation}
-\eta'\sigma_{xx}+\sigma_{xz}=0,\qquad -\eta'\sigma_{xz}+\sigma_{zz}=0 .
\end{equation}
In the flat state only $\sigma_{xx}=\sigma_0$ enters, and $\sigma_{xz}$ and $\sigma_{zz}$ are themselves of first order or smaller. To first order,
\begin{equation}
\sigma_{xz}=\sigma_0\eta'=-\sigma_0kq\sin kx,\qquad \sigma_{zz}=0 .
\end{equation}
These conditions may be applied at $z=h$. The initial stress is uniform in the film, so moving the point of evaluation by $\eta$ changes only second-order terms.

The rippled body is thus replaced by a flat layered body under a shear traction of amplitude
\begin{equation}
T=-\sigma_0kq .
\end{equation}
The flat interface receives no load of its own, because the initial stress exerts no force on a plane of constant $z$. Displacement and traction are continuous there.

\section*{(b) How does this load drive the surface?}

\textbf{Let the surface displacement be $u_x=U\sin kx$, and define $s$ by $kU=sT$. Express the elastic part of the chemical potential through $s$.}

\textbf{Solution.} The film's energy density, with $C$ its stiffness tensor, is
\begin{equation}
w=w_0+\sigma_0(\varepsilon_{xx}+\varepsilon_{yy})+\tfrac12\,\varepsilon:C:\varepsilon .
\end{equation}
Plane strain gives $\varepsilon_{yy}=0$, and the last term is of second order. At the surface $\varepsilon_{xx}=\partial_xu_x=kU\cos kx$, so
\begin{equation}
\delta w=\sigma_0kU\cos kx=\sigma_0sT\cos kx=-\sigma_0^2ks\,q\cos kx .
\label{drive}
\end{equation}
The energy density falls at crests and rises in troughs, for either sign of $\sigma_0$.

This local density is what drives atoms. In mechanical equilibrium the energy is stationary with respect to displacement. If the surface advances by $\delta\eta$, the energy therefore changes only through the added material, by $\int w\,\delta\eta\,dx$ per unit length along $y$. With atomic volume $\Omega$, constant surface energy $\gamma$ and curvature $-\eta''$, the chemical potential is
\begin{equation}
\mu_{\rm chem}=\Omega(w-\gamma\eta'').
\end{equation}

The total energy gives a check. The divergence theorem turns the term linear in strain into a surface integral. Since $n_x\,d\ell=-\eta'dx$, its mean per unit area is $-\sigma_0\langle\eta'u_x\rangle$. At the minimum of a linear plus a quadratic form, the energy is half the linear term. With $U=sT/k=-s\sigma_0q$,
\begin{equation}
\mathcal E=-\tfrac12\sigma_0\langle(-kq\sin kx)(-s\sigma_0q\sin kx)\rangle
=-\tfrac14\sigma_0^2ks\,q^2 .
\end{equation}
The uniform part $w_0$ adds nothing because the film volume is fixed. Then $d\mathcal E/dq=-\frac12\sigma_0^2ksq$, which equals $\langle\delta w\cos kx\rangle$, as it must.

All elastic detail is now in $s$, the surface strain per unit shear load.

\section*{(c) How do the fields vary with depth?}

\textbf{Reduce plane-strain elasticity to first-order equations in $z$.}

\textbf{Solution.} Take
\begin{equation}
(u_x,\sigma_{xz})=(U,T)\sin kx,\qquad (u_z,\sigma_{zz})=(W,N)\cos kx ,
\end{equation}
where the amplitudes now depend on $z$. With Lam\'e constant $\lambda$, Hooke's law gives
\begin{align}
T&=\mu(U_z-kW),\\
N&=(\lambda+2\mu)W_z+\lambda kU ,
\end{align}
where the subscript $z$ on $U$ and $W$ means a derivative. Put $r=\lambda/(\lambda+2\mu)=\nu/(1-\nu)$. The second line gives $W_z=N/(\lambda+2\mu)-rkU$. Inserting this in $\sigma_{xx}$, whose amplitude is $(\lambda+2\mu)kU+\lambda W_z$, gives
\begin{equation}
MkU+rN,\qquad M=\lambda+2\mu-\frac{\lambda^2}{\lambda+2\mu}=\frac{2\mu}{1-\nu}=\frac{E}{1-\nu^2}.
\end{equation}
Here $M$ is the plane-strain modulus.

Force balance, $\partial_x\sigma_{xx}+\partial_z\sigma_{xz}=0$ and $\partial_x\sigma_{xz}+\partial_z\sigma_{zz}=0$, supplies the other two equations. With $\zeta=kz$, $a=kU$, $b=kW$ and a prime now meaning $d/d\zeta$,
\begin{equation}
\begin{aligned}
a'&=b+T/\mu, & b'&=N/(\lambda+2\mu)-ra,\\
T'&=Ma+rN, & N'&=-T .
\end{aligned}
\label{state}
\end{equation}
The four quantities $a,b,T,N$ are continuous across the interface.

\section*{(d) How does the bare substrate respond?}

\textbf{Find the surface strain amplitudes $a,b$ of a uniform half-space under tractions $T,N$.}

\textbf{Solution.} Express everything through $N$. From (\ref{state}), $T=-N'$ and
\begin{equation}
a=-\frac{N''+rN}{M},\qquad
b=a'-\frac T\mu=-\frac{N'''+rN'}{M}+\frac{N'}{\mu}.
\label{ab}
\end{equation}
Put these in the equation for $b'$ and multiply by $-M$:
\begin{equation}
N''''+\Big(2r-\frac M\mu\Big)N''+\Big(r^2+\frac{M}{\lambda+2\mu}\Big)N=0 .
\end{equation}
Since $M/\mu=2/(1-\nu)$, the first bracket is $(2\nu-2)/(1-\nu)=-2$. Since $\lambda+2\mu=2\mu(1-\nu)/(1-2\nu)$, the second is $[\nu^2+1-2\nu]/(1-\nu)^2=1$. Hence
\begin{equation}
N''''-2N''+N=0,\qquad N=(A+B\zeta)e^{\zeta},
\end{equation}
where the solutions growing into the depth have been dropped and $\zeta=0$ is the surface of the half-space. The strain reaches a depth of order $1/k$.

At $\zeta=0$, $N=A$ and $T=-(A+B)$, so $B=-T-N$. Then
\begin{equation}
N'=-T,\quad N''=A+2B=-N-2T,\quad N'''=A+3B=-2N-3T .
\end{equation}
Equation (\ref{ab}) yields
\begin{align}
a&=\frac{2T+(1-r)N}{M}=\frac2M\,T+cN,\\
b&=\frac{2N+(3+r)T}{M}-\frac T\mu=cT+\frac2M\,N,
\end{align}
with
\begin{equation}
c=\frac{1-r}{M}=\frac{1-2\nu}{2\mu}.
\end{equation}
In the second line, $3+r-M/\mu=(1-2\nu)/(1-\nu)=1-r$ was used. The equal cross terms are the reciprocity expected of an elastic body.

\section*{(e) What does a thin film change?}

\textbf{Place the film on the substrate and find $s$ to first order in $kh$. Which modulus sets the leading driving?}

\textbf{Solution.} Let subscript $i$ denote the interface and let $T$ be the shear amplitude at the top, where $N=0$. One first-order step of (\ref{state}) across the film gives
\begin{align}
0&=N_i-kh\,T_i,\\
T&=T_i+kh(M_fa_i+r_fN_i),\\
a&=a_i+kh(b_i+T_i/\mu_f).
\end{align}
Thus $N_i=kh\,T$ to first order. This makes $r_fN_i$ a second-order contribution to $T$, so $T_i=T-kh\,M_fa_i$. In terms already multiplied by $kh$, the zeroth-order values $a_i=2T/M_s$ and $b_i=c_sT$ suffice. The substrate response then gives
\begin{equation}
a_i=\frac{2}{M_s}\Big(1-\frac{2khM_f}{M_s}\Big)T+c_s\,kh\,T .
\end{equation}
Adding the change of $a$ across the film and using $2c_s=(1-2\nu_s)/\mu_s$,
\begin{equation}
s=\frac aT=\frac2{M_s}+kh\left[\frac1{\mu_f}+\frac{1-2\nu_s}{\mu_s}-\frac{4M_f}{M_s^2}\right]+O\big((kh)^2\big).
\label{s}
\end{equation}
The leading driving follows from (\ref{drive}):
\begin{equation}
\delta w\simeq-\frac{2\sigma_0^2}{M_s}\,kq\cos kx
=-\frac{2(1-\nu_s^2)\sigma_0^2}{E_s}\,kq\cos kx .
\label{lead}
\end{equation}
At given film stress it contains the substrate modulus and no film modulus. The thin film passes its shear load to the substrate, and the surface can stretch only as far as the substrate does over a depth of order $1/k$. At given misfit strain $\varepsilon$, the film modulus still enters through the size of the load, $|\sigma_0|=E_f|\varepsilon|/(1-\nu_f)$.

The bracket in (\ref{s}) shows how the film enters one order later. It shears through its thickness, which adds strain at the top. The ripple load also produces a normal traction at the interface, which stretches the substrate there, and its shear tilts the interface, which carries the top of the film sideways. These two effects, $c_sN_i$ and $kh\,b_i$, each supply half of the Poisson term. The film resists stretching as a membrane, which removes strain. If film and substrate are the same material, the bracket is $2(1-\nu)/\mu-4/M=0$, as it must be.

A direct calculation supports this result. A two-dimensional finite-element minimisation of the energy of the actual rippled body was made with $q=0.05h$, $E_f/E_s=2$, both Poisson ratios $0.3$ and $kh=0.003$. The $s$ obtained from the energy was $0.992$ times $2/M_s$, but $1.98$ times $2/M_f$. Equation (\ref{s}) predicts the first ratio as $1+0.003(0.5/0.7+0.4/0.7-4)=0.992$.

\section*{(f) When is a long wavelength not enough?}

\textbf{Find the conditions for the leading law, and examine rigid substrates, soft substrates and thick films.}

\textbf{Solution.} Divide the correction in (\ref{s}) by $2/M_s$:
\begin{equation}
\frac{sM_s}{2}-1\simeq kh\left[\frac{M_s}{2\mu_f}+\frac{1-2\nu_s}{1-\nu_s}-\frac{2M_f}{M_s}\right].
\label{rel}
\end{equation}
For ordinary Poisson ratios the middle term is at most of order one. The leading law therefore holds when
\begin{equation}
kh\ll1,\qquad kh\,\frac{M_s}{\mu_f}\ll1,\qquad kh\,\frac{M_f}{M_s}\ll1 .
\end{equation}

\emph{Rigid substrate.} If $M_s\to\infty$ at fixed small $kh$, then $a_i=b_i=0$ and only shear of the film remains:
\begin{equation}
s\simeq\frac{kh}{\mu_f},\qquad \delta w\simeq-\frac{\sigma_0^2h}{\mu_f}\,k^2q\cos kx .
\end{equation}
The driving now has the same power of $k$ as the surface-energy term $\gamma k^2q\cos kx$. In this model, long waves on a rigid substrate decay if $\gamma>\sigma_0^2h/\mu_f$. On a deformable substrate the driving is linear in $k$, so it wins at sufficiently small $k$.

\emph{Soft substrate.} Here the membrane carries much of the load. Keeping only that effect, $T=T_i+khM_fa$ with $a=2T_i/M_s$, so
\begin{equation}
s\simeq\frac{2}{M_s+2khM_f}.
\end{equation}

This estimate needs $(kh)^3M_f/M_s\ll1$ as well as $kh\ll1$. On a still softer substrate the load, which acts on one face only, also bends the film, and $s$ rises towards the free-film value $4/(khM_f)$. A compressed film may then also wrinkle, which this model leaves out.

For any contrast, $s$ follows from integrating (\ref{state}) through the film without truncation, starting from the substrate response of part (d) and imposing $N=0$ at the top. This is called the layered result below. At $kh=0.1$, with both Poisson ratios $0.28$, it gives two instructive failures. For $E_s/E_f=100$, $s$ is $14.8$ times $2/M_s$; the shear term alone accounts for most of this, since $khM_s/(2\mu_f)=0.1\times100/0.72=13.9$. For $E_s/E_f=0.01$, $s$ is $0.052$ times $2/M_s$, close to the membrane estimate $1/(1+20)=0.048$.

\emph{Thick film.} If $kh\to\infty$, the strain decays before it reaches the substrate. The film is then itself the half-space of part (d), and $s\to2/M_f$.

Finite elements also agree with the layered result away from the thin limit. For $E_f=300$ GPa, $\nu_f=0.20$, $E_s=100$ GPa, $\nu_s=0.35$ and $q=0.05h$, the values of $s$ from energy and from surface displacement differ from it by less than $0.02\,\%$ at $kh=0.3$ and at $kh=0.03$.

\section*{(g) Which wavelength grows fastest?}

\textbf{Let atoms move by surface diffusion. Find the neutral and fastest wavenumbers from the leading law.}

\textbf{Solution.} The surface flux runs down the gradient of $\mu_{\rm chem}$, and its convergence raises the surface: $\partial_t\eta=D\,\partial_x^2\mu_{\rm chem}$, with $D>0$ a constant mobility factor. For the ripple, $\partial_x^2\to-k^2$, and
\begin{equation}
\dot q=-Dk^2\Omega(\gamma k^2-\sigma_0^2ks)q
=D\Omega\,(\sigma_0^2sk^3-\gamma k^4)\,q .
\label{growth}
\end{equation}
With $s=2/M_s$, growth stops at
\begin{equation}
k_c=\frac{2\sigma_0^2}{M_s\gamma}.
\end{equation}
The bracket is then $\gamma(k_ck^3-k^4)$. Its derivative vanishes when $3k_ck^2=4k^3$, so the fastest wavenumber is $3k_c/4$. At fixed film stress and surface energy, both wavelengths are proportional to $M_s$.

\section*{(h) A silicon-germanium film on silicon}

\textbf{Take $h=5$ nm, misfit magnitude $0.008$, $E_f=125$ GPa, $E_s=130$ GPa, both Poisson ratios $0.28$, $\gamma=1.2$ J/m$^2$ and $\Omega=0.020$ nm$^3$. Find the ripple wavelength, the effect of changing the substrate, and the size of what the model omits.}

\textbf{Solution.} The stress magnitude is
\begin{equation}
|\sigma_0|=\frac{125\times0.008}{0.72}=1.389\ \text{GPa}.
\end{equation}
With $M_s=141.06$ GPa, $2\sigma_0^2/M_s=0.02735$ GPa. Since $1$ J/m$^2=1$ GPa\,nm,
\begin{equation}
k_c=\frac{0.02735}{1.2}=0.0228\ \text{nm}^{-1},\qquad
\frac{2\pi}{k_c}=276\ \text{nm}.
\end{equation}
The fastest wavelength is $4/3$ of this, $368$ nm, where $kh=0.0855$. For a ripple of amplitude 1 nm at that wavelength, the elastic part of the chemical potential has amplitude $-0.058$ meV and the surface-energy part $+0.044$ meV. The second is $3/4$ of the first in magnitude, as $k=3k_c/4$ requires.

Now hold the film, its stress, its thickness and $\gamma$ fixed, and change only the substrate's Young modulus. The two altered substrates are model materials. The layered wavelength maximises (\ref{growth}) with the untruncated $s$.
\begin{center}
\begin{tabular}{ccc}
$E_s$ (GPa) & leading law (nm) & layered (nm)\\
65 & 184 & 249\\
130 & 368 & 363\\
260 & 735 & 635
\end{tabular}
\end{center}
A stiffer substrate lengthens the ripple, but by less than proportionally at this thickness. On the soft substrate the leading wavelength corresponds to $kh=2\pi\times5/184=0.171$. There $M_f/M_s=1.92$, and the membrane term in (\ref{rel}) alone is $-0.171\times3.85=-0.66$, so the leading law is only a rough guide. On silicon the terms nearly cancel because the moduli are similar; finite thickness changes the driving by just $+1\,\%$.

The layered $s$ for $E_s=260$ GPa shows the passage from one modulus to the other. It is $7.27$, $8.73$, $13.5$ and $14.7$ TPa$^{-1}$ at $kh=0.01$, $0.1$, $1$ and $5$. The limits are $2/M_s=7.09$ and $2/M_f=14.7$ TPa$^{-1}$.

The parameters are rough values for a film with about one fifth germanium on silicon. The largest omission sized here is the cubic anisotropy of silicon. Solving the half-space problem for a (001) surface with rough constants $C_{11},C_{12},C_{44}=166,64,80$ GPa lowers the driving by $14\,\%$ for a wavevector along $[100]$ and by $22\,\%$ along $[110]$, at the same film stress. The leading fastest wavelength, inversely proportional to the driving, rises from $368$ nm to about $425$ and $470$ nm. Softening between 300 and 850 K is roughly $4\,\%$ and, at fixed misfit, lowers the driving by that fraction if both materials soften alike. The misfit itself is not fixed: the alloy expands more than silicon on heating, which with rough expansion coefficients adds about $3\times10^{-4}$ to a room-temperature misfit and raises the driving by some $7$ to $9\,\%$, more than the softening removes. An assumed surface stress $\tau=1$ J/m$^2$ loads the curved surface normally and changes the surface-energy term by about $2c_s|\sigma_0|\tau/\gamma\approx1\,\%$; the strain dependence of $\gamma$, of order $2\tau|\varepsilon|/\gamma$, is of similar size, and both grow in proportion to $\tau$. The prestress ratio $|\sigma_0|/M_s$ is $1\,\%$, but nonlinear elasticity matters more: rough third-order constants of silicon raise the stress at this misfit by about $2.5\,\%$, and so $\sigma_0^2$ by about $5\,\%$. With an assumed wetting energy of $0.1$ J/m$^2$ decaying over $0.3$ nm, the wetting term is about $2\times10^{-4}$ of the surface-energy term. A line-tension estimate puts the onset of misfit dislocations near 12 nm (roughly 9 to 16 nm, depending on the core cutoff assumed), above the chosen thickness. Facets, alloy segregation and continuing deposition are also left out, and their effect has not been sized. The wavelength is therefore a model estimate for the early stage of a ripple during annealing. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Finite elements / layered theory (film 300, substrate 100 GPa):
 kh=0.30: energy 0.99986, displacement 0.99994
 kh=0.03: energy 0.99982, displacement 0.99989
Thin film, E_f/E_s=2, kh=0.003, finite-element s divided by:
 2/M_s: 0.9918;  2/M_f: 1.9835
Exact s / (2/M_s) at kh=0.1, extreme contrast:
 E_s/E_f=0.01: 0.0518
 E_s/E_f=100: 14.7941
Example inputs:
 E_f=125 GPa, E_s=130 GPa, nu=0.28 (both)
 h=5.0 nm, misfit magnitude=0.008
 gamma=1.2 J/m^2, atomic volume=0.020 nm^3
Film stress magnitude: 1.389 GPa
M_f=135.63 GPa, M_s=141.06 GPa
2 sigma0^2/M_s: 0.02735 GPa
Leading neutral k: 0.02279 1/nm
Leading neutral wavelength: 275.7 nm
Leading fastest k: 0.01709 1/nm, kh=0.0855
Chemical potential amplitudes, 1 nm ripple, fastest k:
 elastic -0.0584 meV, capillary +0.0438 meV
Same film and stress, three substrates; fastest wavelength:
 E_s=65 GPa: leading 183.8 nm, layered 248.9 nm
 E_s=130 GPa: leading 367.6 nm, layered 363.0 nm
 E_s=260 GPa: leading 735.1 nm, layered 634.5 nm
Layered s for E_s=260 GPa, in 1/TPa:
 limits: 2/M_s=7.089, 2/M_f=14.746
 kh=0.01: 7.268
 kh=0.1: 8.732
 kh=1: 13.498
 kh=5: 14.733
Neglected effects (rough sizes):
 finite thickness, change of driving: +0.98 %
 cubic silicon C11,C12,C44=166,64,80 GPa
  change of driving along [100]: -13.6 %
  change of driving along [110]: -22.2 %
 softening from 300 to 850 K: 3.8 %
 surface stress 1.0 J/m^2, times misfit/gamma: 0.67 %
 prestress sigma0/M_s: 0.98 %
 wetting: 0.1 J/m^2, range 0.3 nm
  wetting term / capillary term: 1.8e-04
 misfit-dislocation critical thickness: 12.4 nm
\end{verbatim}
